\section*{Finite-size energy of a periodic Gaussian charge under anisotropic screening, part 2}

\paragraph{The problem so far.} We seek the shift $E_{\rm per}-E_{\rm iso}$ between the energy per cell of a periodically repeated charge and the energy of the isolated one. The algebra uses atomic units. The medium has a constant, symmetric, positive definite dielectric tensor $\varepsilon$, with $D=\sqrt{\det\varepsilon}$ and $\nabla\cdot\varepsilon\nabla\phi=-4\pi\rho$. The charge $q$ has a Gaussian density $\rho$ with covariance $s^2\varepsilon$. It is repeated at lattice vectors $\mathbf R$ with cell volume $V$ and reciprocal vectors $\mathbf G$, and a uniform background neutralizes the cell. The energy is $\frac12\int\rho\phi\,d^3r$. The potential $\phi_{\rm per}$ has zero cell average, and the isolated potential $\phi_{\rm iso}$ vanishes at infinity.

Metric coordinates $\mathbf x$ are defined by $\mathbf r=A\mathbf x$, where $A$ is the symmetric positive root of $\varepsilon$, so $\nabla_{\mathbf x}^2=\nabla\cdot\varepsilon\nabla$. Metric distances are $d(\mathbf r)=|\mathbf x|=\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r}$, and $d_R=d(\mathbf R)$.

The potential of a unit point charge is
\begin{equation}
w(\mathbf r)=\frac{1}{D\,d(\mathbf r)}
\label{w}
\end{equation}
and that of periodic unit point charges with their background is
\begin{equation}
v_{\rm per}(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}
\frac{e^{i\mathbf G\cdot\mathbf r}}{\mathbf G\cdot\varepsilon\mathbf G},
\label{vper}
\end{equation}
understood as a Fourier series. Their difference $v_{\rm reg}=v_{\rm per}-w$ is smooth at the origin and defines the Madelung energy $E_{\rm M}=\frac12q^2v_{\rm reg}(0)$.

The energies are
\begin{equation}
E_{\rm iso}=\frac{q^2}{2\sqrt\pi\,s\,D}.
\label{eiso}
\end{equation}
\begin{equation}
E_{\rm per}=\frac{2\pi q^2}{V}\sum_{\mathbf G\ne0}
\frac{e^{-s^2\mathbf G\cdot\varepsilon\mathbf G}}
{\mathbf G\cdot\varepsilon\mathbf G}.
\label{eper}
\end{equation}
With the pair Gaussian $h$, normalized and of covariance $2s^2\varepsilon$,
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac{q^2}{2}\int h(\mathbf r)\,v_{\rm reg}(\mathbf r)\,d^3r .
\label{average}
\end{equation}

Part (d) evaluated this average. Away from the images $\nabla_{\mathbf x}^2v_{\rm reg}=4\pi/V$, so the mean of $v_{\rm reg}$ over a sphere $|\mathbf x|=t$ that encloses no image is $v_{\rm reg}(0)+2\pi t^2/3V$. The mean square radius of $h$ in these coordinates is $6s^2$. Including the spheres that enclose images, the exact result is
\begin{equation}
E_{\rm per}-E_{\rm iso}=E_{\rm M}+\frac{2\pi q^2s^2}{V}
-\frac{q^2}{2D}\sum_{\mathbf R\ne0}\frac{{\rm erfc}(d_R/2s)}{d_R}.
\label{result}
\end{equation}
The second term is called the width term, and the third, with its sign, the remainder $\mathcal R$.

\subsection*{(e) How small is the remainder?}

\textit{Show that $\mathcal R$ is exponentially small for a narrow charge in a fixed cell, and find its leading form. What does the identity say about $E_{\rm M}$?}

\paragraph{Solution.} Let $d_1$ be the shortest metric image distance. For $z\ge0$, ${\rm erfc}\,z\le e^{-z^2}$. For all $s$ up to some fixed $s_0$,
\begin{equation}
e^{-d_R^2/4s^2}=e^{-d_1^2/4s^2}\,e^{-(d_R^2-d_1^2)/4s^2}
\le e^{-d_1^2/4s^2}\,e^{-(d_R^2-d_1^2)/4s_0^2},
\end{equation}
because $d_R\ge d_1$. The last factor, divided by $d_R$, has a finite sum over the lattice that no longer depends on $s$. Hence $|\mathcal R|\le K e^{-d_1^2/4s^2}$ with a constant $K$ for the given cell. No power of $s$ beyond the quadratic width term survives.

For large $z$, ${\rm erfc}\,z\simeq e^{-z^2}/(\sqrt\pi z)$. With $n_1$ images at the shortest distance, the leading form is
\begin{equation}
\mathcal R\simeq-\frac{q^2n_1}{D}\,\frac{s}{\sqrt\pi\,d_1^2}\,e^{-d_1^2/4s^2}.
\label{rlead}
\end{equation}
The sign is negative because overlapping clouds repel less than point charges at their centres. The relevant ratio is $d_1/s$, in which both lengths are metric ones. A direction of strong screening has short metric distances, and an image along it can be the nearest one even if its ordinary distance is large.

Since $E_{\rm M}$ is independent of $s$, equation \eqref{result} can be solved for it. With \eqref{eiso} and \eqref{eper},
\begin{align}
E_{\rm M}={}&\frac{2\pi q^2}{V}\sum_{\mathbf G\ne0}
\frac{e^{-s^2\mathbf G\cdot\varepsilon\mathbf G}}{\mathbf G\cdot\varepsilon\mathbf G}
+\frac{q^2}{2D}\sum_{\mathbf R\ne0}\frac{{\rm erfc}(d_R/2s)}{d_R}\nonumber\\
&-\frac{q^2}{2\sqrt\pi\,sD}-\frac{2\pi q^2s^2}{V}
\label{ewald}
\end{align}
for any $s>0$. This is the Ewald formula for an anisotropic medium, in which $s$ has become a free parameter that can be chosen to make both sums short.

\subsection*{(f) Where does the width term come from?}

\textit{Compare the potential of the periodic Gaussians with that of periodic point charges far from all charges. Use the result to split the width term into two physical parts.}

\paragraph{Solution.} The potential of the periodic Gaussians at $\mathbf r$ is $q$ times the average of $v_{\rm per}$ over a Gaussian of covariance $s^2\varepsilon$ centred at $\mathbf r$. Away from the charges, $v_{\rm per}$ obeys $\nabla_{\mathbf x}^2v_{\rm per}=4\pi/V$. The argument of part (d) applies with the mean square radius $3s^2$ of one charge in place of $6s^2$, so that up to exponentially small tails
\begin{equation}
\phi_{\rm per}=q\,v_{\rm per}+\frac{2\pi qs^2}{V}.
\label{align}
\end{equation}
The potential outside the charges is therefore displaced by a constant, although an isolated Gaussian and a point charge have the same far potential. The cause is the zero average. A point charge has a deeper or higher central peak than a Gaussian, and the missing integral per unit charge is
\begin{equation}
\int\frac{{\rm erfc}(d/\sqrt2s)}{D\,d}\,d^3r
=4\pi\int_0^\infty x\,{\rm erfc}\!\left(\frac{x}{\sqrt2s}\right)dx
=4\pi\,(2s^2)\,\frac14=2\pi s^2 ,
\end{equation}
where $\int_0^\infty z\,{\rm erfc}\,z\,dz=\frac14$ follows from one integration by parts. Spread over the cell, this integral gives the constant in \eqref{align}.

Near the central charge the same reasoning gives $\phi_{\rm per}=\phi_{\rm iso}+q\,v_{\rm reg}+2\pi qs^2/V$. Half the integral of this potential with $\rho$ contains $E_{\rm iso}$ and two further parts. The constant contributes $\pi q^2s^2/V$. The average of $v_{\rm reg}$ over the charge exceeds its central value by $2\pi s^2/V$, since the charge extends into the curved potential of the background, and this contributes another $\pi q^2s^2/V$. One half of the width term is thus a potential alignment and the other half is the interaction of the extended charge with the background.

The split shows what must not be counted twice. Suppose a calculation compares the potential far from the charge with that of periodic point charges, and subtracts $q$ times the offset in \eqref{align} from the energy. This removes $q\cdot2\pi qs^2/V$, which is the whole width term and not only its first half, because the factor one half of the assembly energy is absent from that step. The width term must then not be removed again. The formula \eqref{result} holds for the energy and the zero of potential stated at the outset.

\subsection*{(g) A charge of another shape}

\textit{Replace the covariance $s^2\varepsilon$ by a general covariance $C$. How does the leading width term change, and how does the error scale when the cell is enlarged at fixed shape?}

\paragraph{Solution.} The pair Gaussian now has covariance $2C$, and \eqref{average} still holds. Expanding $v_{\rm reg}$ about the origin, the odd terms average to zero and the quadratic term gives $\frac12(2C_{ij})\,\partial_i\partial_jv_{\rm reg}$, with repeated indices summed. Hence
\begin{equation}
E_{\rm per}-E_{\rm iso}=E_{\rm M}+\frac{q^2}{2}\,C_{ij}\,
\partial_i\partial_jv_{\rm reg}(0)+\dots
\label{general}
\end{equation}
For $C=s^2\varepsilon$ the contraction is $s^2\nabla\cdot\varepsilon\nabla v_{\rm reg}=4\pi s^2/V$, and the earlier term returns. For other shapes the individual second derivatives matter, and they depend on the shape of the cell.

In metric coordinates the covariance is $C'=A^{-1}CA^{-1}$. It is a multiple of the unit matrix, with coefficient $\bar s^2=\frac13{\rm tr}(\varepsilon^{-1}C)$, plus a traceless part $T$. The two parts give
\begin{equation}
\frac{q^2}{2}C_{ij}\partial_i\partial_jv_{\rm reg}(0)
=\frac{2\pi q^2\bar s^2}{V}
+\frac{q^2}{2}\,T_{ij}\,\frac{\partial^2v_{\rm reg}}{\partial x_i\partial x_j}(0).
\label{split}
\end{equation}
The second part vanishes if the lattice is cubic in metric coordinates, because the matrix of second derivatives is then proportional to the unit matrix.

If all cell vectors are multiplied by $\lambda$, every $\mathbf G$ is divided by $\lambda$ and $V$ grows by $\lambda^3$. Equation \eqref{vper} then gives $v_{\rm per}(\lambda\mathbf r)$ as $1/\lambda$ times its old value at $\mathbf r$, and $w$ has the same scaling. So $E_{\rm M}$ falls as $1/\lambda$, the quadratic term as $1/\lambda^3$, and a quartic term, where present, as $1/\lambda^5$. A mismatched shape leaves power-law corrections where the matched Gaussian leaves exponential ones.

\subsection*{(h) A layered medium in numbers}

\textit{Evaluate the shift for one electron charge in a hexagonal cell with $a=16$~\AA\ and $c=12$~\AA. Take dielectric constants of 15 in the plane and 6 across it, and $s=0.4$~\AA. What happens for $s=0.8$ and $1.2$~\AA?}

\paragraph{Solution.} In these units $q^2$ stands for $14.400$~eV\,\AA. The cell volume is $V=\frac{\sqrt3}{2}(16)^2(12)=2660.4$~\AA$^3$, and $D=\sqrt{15\cdot15\cdot6}=36.742$. The charge has standard deviations of $0.4\sqrt{15}=1.55$~\AA\ in the plane and $0.4\sqrt6=0.98$~\AA\ across it. The isolated and width terms are
\begin{align}
E_{\rm iso}&=\frac{14.400}{2\sqrt\pi\,(0.4)(36.742)}=0.2764\ \text{eV},\\
\frac{2\pi q^2s^2}{V}&=\frac{2\pi(14.400)(0.16)}{2660.4}=0.00544\ \text{eV}.
\end{align}

The Madelung energy can be found without \eqref{ewald}, from the lattice sum
\begin{equation}
v_{\rm reg}(0)=\lim_{\Lambda\to\infty}\Big[\sum_{\mathbf R\ne0}
\frac{e^{-d_R^2/\Lambda^2}}{D\,d_R}-\frac{2\pi\Lambda^2}{V}\Big].
\end{equation}
The subtracted term is $V^{-1}\int w\,e^{-d^2/\Lambda^2}d^3r$, the cell average of the cut-off potentials, and it enforces the zero average. As $\Lambda$ grows, the other Fourier coefficients approach those of $v_{\rm per}$. The approach is slow: the error in $E_{\rm M}$ falls as $\Lambda^{-2}$ and is still $0.0016$~eV at $\Lambda=12$~\AA, so the limit is taken by extrapolation in $1/\Lambda^2$. The limit gives $E_{\rm M}=-0.1317$~eV, and therefore
\begin{equation}
E_{\rm per}-E_{\rm iso}\simeq-0.1317+0.0054=-0.1263\ \text{eV}.
\end{equation}
A direct solution of Poisson's equation for the sampled Gaussian density gives $E_{\rm per}=0.1501$~eV, and $0.1501-0.2764=-0.1263$~eV as well. To recover the isolated energy in this model, $0.1263$~eV must be added to the periodic one.

The nearest images lie in the plane, at $d_1=16/\sqrt{15}=4.131$~\AA, while those across it are at $12/\sqrt6=4.90$~\AA. For $s=0.4$~\AA\ the remainder is about $-8\times10^{-14}$~eV. At fixed cell, wider charges give:
\begin{center}
\begin{tabular}{cccc}
$s$ (\AA) & $E_{\rm M}$ + width (eV) & remainder (eV) & shift (eV)\\
0.8 & $-0.10997$ & $-0.00008$ & $-0.11005$\\
1.2 & $-0.08276$ & $-0.00462$ & $-0.08738$
\end{tabular}
\end{center}
For $s=0.8$~\AA\ the leading form \eqref{rlead}, with six neighbours, gives
\begin{equation}
-\frac{14.400\cdot6}{36.742}\,\frac{0.8}{\sqrt\pi\,(17.07)}\,e^{-6.667}
=-7.9\times10^{-5}\ \text{eV},
\end{equation}
against $-7.5\times10^{-5}$~eV from the full sum. For all three widths the directly computed shift agrees with \eqref{result}, remainder included, to better than $10^{-8}$~eV.

Replacing $\varepsilon$ by its isotropic mean of 12 in the same cell changes the Madelung energy to $-0.1220$~eV. That error of $0.0097$~eV is larger than the whole width term at $s=0.4$~\AA, but it depends strongly on which mean is used. For an isotropic medium $E_{\rm M}$ is inversely proportional to the dielectric constant, so the geometric mean $D^{2/3}=11.05$ gives $-0.1325$~eV, which in this cell is only $0.0007$~eV from the anisotropic value.

\subsection*{(i) What a real defect changes}

\textit{For $s=0.4$~\AA, estimate the effect of a spherical charge, of an uncertain dielectric tensor, and of screening that weakens at short distance.}

\paragraph{Solution.} Take first a spherical Gaussian with the same determinant of the covariance, whose standard deviation is $c_0=sD^{1/3}=1.330$~\AA. Its shift is $-0.1269$~eV, which lies $0.0006$~eV below the matched formula. The leading width term \eqref{general} is $0.0047$~eV. In \eqref{split}, $\bar s^2=\frac13c_0^2(\frac2{15}+\frac16)=0.177$~\AA$^2$ gives $0.0060$~eV, so the traceless part supplies about $-0.0014$~eV, from $0.00466-0.00601$~eV with converged second derivatives.

When the cell is enlarged, the computed excess over $E_{\rm M}$ deviates from the $1/V$ law by $0.63\,\%$ of that law at twice the cell lengths and by $-0.04\,\%$ at four times. A quartic term alone would reduce the deviation by a factor of four and keep its sign. The coefficient of the law was obtained from finite differences with a step of $0.5$~\AA. That step makes the coefficient $0.27\,\%$ too large, which causes the change of sign. With a converged coefficient the deviations are $0.90\,\%$ and $0.23\,\%$, in the ratio of four expected from a quartic term.

If all components of $\varepsilon$ grow by the same factor, \eqref{vper} and \eqref{w} both fall by that factor, and so does $E_{\rm M}$. An increase of 10\,\% therefore changes $E_{\rm M}$ by $0.1317(1-1/1.1)=0.0120$~eV.

A constant tensor also overestimates screening at distances comparable with atomic sizes. A simple isotropic model of the missing part uses $\bar\varepsilon=D^{2/3}=11.05$ and
\begin{equation}
\frac1{\varepsilon(k)}=\frac1{\bar\varepsilon}+p\,\frac{k^2}{k^2+\kappa^2},
\qquad p=1-\frac1{\bar\varepsilon}.
\end{equation}
Multiplied by $4\pi/k^2$, the second part adds the interaction $4\pi p/(k^2+\kappa^2)$, which is $p\,e^{-\kappa r}/r$ in real space. It is added here to the anisotropic long-range interaction. If it does not reach the images, its full reciprocal sum equals the isolated value. The periodic energy omits $\mathbf G=0$, so the shift changes by minus that term:
\begin{equation}
\delta E=-\frac{q^2}{2V}\,\frac{4\pi p}{\kappa^2}
=-\frac{2\pi q^2p}{\kappa^2V}.
\end{equation}
With a rough $\kappa=2$~\AA$^{-1}$ this is $-0.0077$~eV, opposite in sign to the width term and larger in magnitude. It is larger only while $p/\kappa^2>s^2$, that is for $\kappa$ below about $2.4$~\AA$^{-1}$; at $\kappa=3$~\AA$^{-1}$ it is $-0.0034$~eV. It varies as $\kappa^{-2}$, so a small relative error in $\kappa$ is doubled in it.

The dielectric constants are round values in the regime of bulk molybdenum disulfide, roughly 15 in the plane and 6 across the layers. The cell corresponds to about five lattice repeats in the plane and one repeat of two layers across. A real defect there breaks the assumption of a constant tensor down to atomic distances, and in the model above this moves the shift of $-0.126$~eV by about $-0.008$~eV. Free carriers, which would screen the images further, and changes in the defect state between cells are left out and have not been sized. The Madelung term is the largest part of the correction in this example and does not depend on the shape of the charge, but a change of all components of $\varepsilon$ by 10\,\% moves it by more than the whole width term at $s=0.4$~\AA\ (though by less than the width terms of $0.022$ and $0.049$~eV at $s=0.8$ and $1.2$~\AA). For the stated Gaussian the Madelung and width terms give the shift up to the image remainder, but adding the width term alone need not improve the energy of a real defect. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Coulomb constant e^2/(4 pi eps0): 14.39965 eV angstrom
charge: -1 e
cell lengths a, c: 16.0, 12.0 angstrom
cell volume: 2660.43 angstrom^3
eps in plane, across: 15.0, 6.0 (no unit)
square root of det eps: 36.7423 (no unit)
width parameter s: 0.40 angstrom
Gaussian spread in plane: 1.5492 angstrom
Gaussian spread across: 0.9798 angstrom
shortest metric image distance: 4.1312 angstrom
periodic energy: 0.150095 eV
isolated energy: 0.276389 eV
shift, periodic minus isolated: -0.126294 eV
point-charge Madelung energy: -0.131735 eV
width term 2 pi q^2 s^2/V: 0.005441 eV
Madelung plus width term: -0.126294 eV
image remainder: -8.01e-14 eV
grid change, 32 to 40 points per axis: 2.5e-17 eV
s = 0.8 angstrom: shift -0.110045 eV
  Madelung plus width term -0.109970 eV
  image remainder -7.540e-05 eV
s = 1.2 angstrom: shift -0.087384 eV
  Madelung plus width term -0.082764 eV
  image remainder -4.620e-03 eV
largest error of full formula, both cells: 9.4e-09 eV
mean-value ratio, hexagonal: 1.000011 (no unit)
mean-value ratio, triclinic: 0.999987 (no unit)
isotropic mean eps: 12.0 (no unit)
Madelung energy with it: -0.122008 eV
Madelung change if eps is 10% larger: 0.011976 eV
spherical Gaussian spread: 1.3298 angstrom
spherical Gaussian shift: -0.126915 eV
its leading width term: 0.004670 eV
its shift minus matched formula: -0.000621 eV
deviation from its 1/V law, cell x2: 0.634 %
deviation from its 1/V law, cell x4: -0.040 %
short-range screening kappa: 2.0 1/angstrom
geometric mean eps: 11.0521 (no unit)
shift from short-range screening: -0.007733 eV
\end{verbatim}
